# Mean EXAFS distance and crystallographic distance in a linear bridge

## Problem

A linear bridge A–B–A sits in a crystal. Atom B is the absorber and an atom A is the neighbour seen in EXAFS. Diffraction locates the mean position of each atom, so the crystallographic bond length is the distance between mean positions. If $\mathbf r$ is the instantaneous vector from absorber to neighbour, this length is

$$R=|\langle\mathbf r\rangle| .$$

EXAFS responds to the instantaneous distance $r=|\mathbf r|$. By "mean EXAFS distance" we mean $\langle r\rangle$, the average over the real distribution of distances. The raw signal weights that distribution; the last section treats the correction.

The motion is harmonic. Stretching each bond along the axis has force constant $k$. In each of the two transverse directions the energy is

$$V=\tfrac12\kappa D^2,\qquad D=u_B-\tfrac12(u_{A1}+u_{A2}),$$

where $u$ denotes a transverse displacement from the mean position. Rotation of the bridge as a whole is blocked by its surroundings.

(a) Find $\langle r\rangle-R$ to leading order in the displacements, for a general bond.

(b) Evaluate it for the bridge at temperature $T$, with the model parameters below.

Hartree atomic units are used, so $\hbar=1$ and masses are in electron masses. The parameters are $R=3.6$ bohr, $m_A=100000$, $m_B=30000$, $\kappa=0.006$ hartree/bohr², $k=0.1$ hartree/bohr² and $kT=0.001$ hartree. In the product $kT$ the letter $k$ is Boltzmann's constant; elsewhere it is the stretching constant.

## A tempting solution

Write $\mathbf r=\mathbf R+\Delta\mathbf u$, where $\mathbf R=\langle\mathbf r\rangle$ and $\Delta\mathbf u$ is the relative displacement of the two atoms. Let $p$ be its component along $\mathbf R$, and let $s$ be the length of its transverse part. For small displacements a transverse step merely turns the bond, and the length changes by the parallel component:

$$r\approx R+p .$$

Displacements are measured from the mean positions, so $\langle p\rangle=0$ and

$$\langle r\rangle\approx R .$$

The harmonic potential seems to confirm this. It is symmetric about equilibrium and gives no thermal expansion, so the two distances should agree at every temperature. The answer to (b) would then be zero.

## Where it fails

The expansion $r\approx R+p$ is correct to first order for one snapshot of the bond. The fault lies in averaging it and reading the result as a leading-order answer. The average removes the whole first-order term, so the leading contribution to $\langle r\rangle-R$ comes from the second-order terms, which were dropped before averaging.

The harmonic argument has the same gap. Symmetry of the potential fixes the averages of the Cartesian displacements, and hence $R$. The distance $r$ is a nonlinear function of those displacements. A transverse step to either side lengthens the bond when $p=0$, so these changes cannot cancel.

## Solution of (a)

Let $z=R+p$ be the component of $\mathbf r$ along the mean bond, so that $\langle z\rangle=R$. Pythagoras gives $r^2=z^2+s^2$, or $(r-z)(r+z)=s^2$. Provided $r+z>0$, division gives

$$r-z=\frac{s^2}{r+z}. \tag{1}$$

Averaging and using $\langle z\rangle=R$,

$$\langle r\rangle-R=\left\langle\frac{s^2}{r+z}\right\rangle\ge 0 . \tag{2}$$

No approximation has been made. The inequality also follows from $r\ge z$ alone, so it holds for any distribution, harmonic or not. If there is no transverse motion and $z$ stays positive, the right side vanishes: parallel motion alone does not separate the two distances.

For displacements small against $R$, the denominator is $2R$ to lowest order. Define the perpendicular mean square relative displacement, summed over both transverse directions,

$$M=\langle s^2\rangle .$$

Then

$$\boxed{\;\langle r\rangle-R\approx\frac{M}{2R}\;} \tag{3}$$

The summation convention matters. If each transverse direction has variance $\sigma_\perp^2$, then $M=2\sigma_\perp^2$ and the shift is $\sigma_\perp^2/R$.

### The next correction

The size of the neglected terms follows from (1). Since $r-z\approx s^2/(2z)$, the denominator is $r+z=2z+(r-z)\approx 2z+s^2/(2z)$, and

$$r-z\approx\frac{s^2}{2z}\,\frac{1}{1+s^2/(4z^2)}\approx\frac{s^2}{2z}-\frac{s^4}{8z^3}.$$

Now put $z=R+p$. In the first term $1/z\approx(1/R)(1-p/R+p^2/R^2)$. In the second, which is already of fourth order, $z$ may be replaced by $R$. Hence, to fourth order,

$$r=R+p+\frac{s^2}{2R}-\frac{ps^2}{2R^2}+\frac{p^2s^2}{2R^3}-\frac{s^4}{8R^3}. \tag{4}$$

For the bridge, the parallel and transverse motions are independent and thermally Gaussian. Thus $\langle ps^2\rangle=\langle p\rangle M=0$ and $\langle p^2s^2\rangle=\sigma_\parallel^2M$, with $\sigma_\parallel^2=\langle p^2\rangle$. For two transverse components $x,y$ of equal variance $v=M/2$,

$$\langle s^4\rangle=\langle x^4\rangle+\langle y^4\rangle+2\langle x^2\rangle\langle y^2\rangle=3v^2+3v^2+2v^2=8v^2=2M^2 .$$

Averaging (4) gives

$$\langle r\rangle-R\approx\frac{M}{2R}\left[1+\frac{\sigma_\parallel^2}{R^2}-\frac{M}{2R^2}\right]. \tag{5}$$

In a general bond $\langle ps^2\rangle$ need not vanish. Equation (3) then requires $|\langle ps^2\rangle|/R$ to be small against $M$.

## Solution of (b)

### The bending mode

What enters $M$ is the relative displacement of B and A. In one transverse direction the forces are minus the derivatives of $V$:

$$m_B\ddot u_B=-\kappa D,\qquad m_A\ddot u_{A1}=m_A\ddot u_{A2}=+\tfrac12\kappa D .$$

The acceleration of $D$ is therefore

$$\ddot D=\ddot u_B-\tfrac12(\ddot u_{A1}+\ddot u_{A2})=-\kappa D\left(\frac1{m_B}+\frac1{2m_A}\right).$$

This is an oscillator with

$$\mu=\frac{2m_Am_B}{2m_A+m_B},\qquad \omega=\sqrt{\kappa/\mu}.$$

The other two transverse motions have $D=0$. One is a common translation, which changes no relative displacement. The other is the rotation, with the ends moving oppositely, which has been blocked. In the remaining bend both ends move together, $u_{A1}=u_{A2}=u_A$, so $D=u_B-u_A$. This is, apart from its sign, the transverse relative displacement of either bond.

### The thermal average

For an oscillator, $D=(a+a^\dagger)/\sqrt{2\mu\omega}$. In level $n$ the terms $aa^\dagger$ and $a^\dagger a$ contribute $n+1$ and $n$, so

$$\langle n|D^2|n\rangle=\frac{2n+1}{2\mu\omega}.$$

With Boltzmann weights proportional to $q^n$, $q=e^{-\omega/kT}$, the mean level number is $\bar n=q/(1-q)$. Therefore

$$2\bar n+1=\frac{1+q}{1-q}=\coth\frac{\omega}{2kT}.$$

Two transverse directions double the variance:

$$M=2\langle D^2\rangle=\frac{1}{\mu\omega}\coth\frac{\omega}{2kT},\qquad
\langle r\rangle-R\approx\frac{1}{2R\mu\omega}\coth\frac{\omega}{2kT}. \tag{6}$$

When $kT\gg\omega$, $\coth x\approx1/x$. With $\mu\omega^2=\kappa$ the shift becomes $kT/(\kappa R)$: the masses drop out, and a soft bend gives a large shift. When $kT\ll\omega$, $\coth x\to1$ and the zero-point shift $1/(2R\mu\omega)$ remains.

### Numbers

The reduced mass and frequency are

$$\mu=\frac{2(100000)(30000)}{230000}=26087,\qquad
\omega=\sqrt{\frac{0.006}{26087}}=4.796\times10^{-4}\ \text{hartree}.$$

Thus $\omega/(2kT)=0.2398$, whose hyperbolic cotangent is $4.250$, and

$$M=\frac{4.250}{26087\times4.796\times10^{-4}}=0.3397\ \text{bohr}^2,$$

$$\frac{M}{2R}=\frac{0.3397}{7.2}=0.0472\ \text{bohr}.$$

The correction in (5) also needs $\sigma_\parallel^2$. Let $b_1$ and $b_2$ be the changes of the two bond lengths along the axis. The outer atoms feel forces $kb_1$ and $-kb_2$, and B feels $k(b_2-b_1)$, so

$$\ddot b_1=-k\left(\frac1{m_A}+\frac1{m_B}\right)b_1+\frac{k}{m_B}b_2,$$

and the same equation holds with the labels exchanged. The combinations $(b_1\pm b_2)/\sqrt2$ therefore oscillate independently, with inverse masses $g_+=1/m_A$ and $g_-=1/m_A+2/m_B$ and frequencies $\omega_\pm=\sqrt{kg_\pm}$. Each bond takes half of each variance:

$$\sigma_\parallel^2=\frac12\sum_{\pm}\frac{g_\pm}{2\omega_\pm}\coth\frac{\omega_\pm}{2kT}=0.0133\ \text{bohr}^2 .$$

The bracket in (5) is

$$1+\frac{0.0133}{12.96}-\frac{0.3397}{25.92}=1+0.0010-0.0131=0.988,$$

which lowers the shift to $0.0466$ bohr. Direct three-dimensional quadrature of $|\mathbf r|$ gives the same value to these digits:

$$\langle r\rangle-R=0.0466\ \text{bohr}=0.0247\ \text{Å},\qquad\langle r\rangle=3.6466\ \text{bohr}.$$

The leading formula (3) is 1.2 percent above the quadrature result. The numerical check tests this shift and the order of its error numerically.

These numbers also show why the tempting solution looks reasonable. The root mean square of $p$ is $\sqrt{0.0133}\approx0.115$ bohr, larger than the shift. In a typical snapshot the parallel term matters more, but its average is zero.

### Temperature dependence

With $R$ held fixed, the model gives:

| $kT$ (hartree) | $M$ (bohr²) | $\langle r\rangle-R$ by quadrature (bohr) |
|---|---|---|
| 0.0001 | 0.0813 | 0.0113 |
| 0.0005 | 0.1793 | 0.0247 |
| 0.0010 | 0.3397 | 0.0466 |

The first row lies close to the zero-point limit of $0.0111$ bohr. The classical limit at the highest temperature is $0.001/(0.006\times3.6)=0.0463$ bohr, about 2 percent below the leading quantum value of $0.0472$ bohr. From the first row to the last, the mean EXAFS distance grows by about $0.035$ bohr although the crystallographic distance does not change. Harmonic motion therefore does not imply a constant mean distance.

This table belongs to a model that is harmonic in Cartesian displacements. A bond whose energy is $\tfrac12k(r-r_0)^2$ in the true length couples $p$ to $s^2$, and with the present parameters the coupling is not small. Take classical motion at $kT=0.001$ hartree with $r_0=3.6$ bohr. With free ends, $\langle r\rangle$ stays at $3.600$ bohr and $R$ falls to $3.552$ bohr, much as for the rigid bonds treated below. If $R$ is instead held at $3.6$ bohr by a constant tension, the bonds are stretched by about $0.035$ bohr. The tension $F\approx0.0035$ hartree/bohr adds about $2F/R\approx0.002$ hartree/bohr² to $\kappa$, $M$ falls from $0.333$ to $0.256$ bohr², and the shift falls from $0.046$ to $0.036$ bohr. Equation (3) holds in both cases with the actual $M$ and $R$. The value of $M$, and which of the two distances changes with temperature, depend on the bond potential and on the surroundings.

## Can $M$ be taken from diffraction?

Diffraction gives the mean square displacement of each atom, $U_A$ and $U_B$ per direction. For one direction,

$$\langle(u_B-u_A)^2\rangle=U_A+U_B-2\langle u_Au_B\rangle,$$

and the last term is not contained in $U_A$ and $U_B$. In the bend the total momentum is zero, so $m_Bu_B+2m_Au_A=0$, or $u_A=-au_B$ with $a=m_B/(2m_A)=0.15$. The atoms move oppositely and the correlation is negative. Hence

$$\frac{M}{2(U_A+U_B)}=\frac{(1+a)^2}{1+a^2}=\frac{1.3225}{1.0225}=1.293 .$$

For the bend alone, $U_A=0.0029$ and $U_B=0.1284$ bohr². Neglecting the correlation gives $2(U_A+U_B)=0.2626$ bohr² and a shift of $0.0365$ bohr instead of the leading value $0.0472$ bohr.

A common translation acts the other way. It adds to both $U_A$ and $U_B$ but not to $M$. In a crystal, the uncorrelated sum can therefore err in either direction.

## If the bonds are rigid

So far $R$ was prescribed. Suppose instead that each bond keeps a fixed true length $r_0$ while B moves transversely against the ends. Then $r=r_0$, $z=\sqrt{r_0^2-s^2}$ and $R=\langle z\rangle$. Equation (2) still applies and gives

$$r_0-R\approx\frac{M}{2R}.$$

Now the crystallographic distance contracts while the true bond length stays fixed. The two ends have no transverse displacement relative to each other, so their mean separation is $2R$, and the bridge is shorter than $2r_0$ by about $M/R$.

With $r_0=3.6$ bohr and the same Gaussian transverse distribution, quadrature gives $R=3.5522$ bohr. The apparent bond shortening is $0.0478$ bohr and the end-to-end shortening is $0.0956$ bohr. Formula (3) with the contracted $R$ gives

$$\frac{0.3397}{2\times3.5522}=0.0478\ \text{bohr}.$$

The agreement is closer than in the first model, and (4) shows why. A rigid bond ties $p$ to $s$: to second order $p=-(s^2-M)/(2R)$, so

$$\langle ps^2\rangle=-\frac{\langle s^4\rangle-M^2}{2R}=-\frac{M^2}{2R}.$$

The term $-\langle ps^2\rangle/(2R^2)=+M^2/(4R^3)$ then cancels $-\langle s^4\rangle/(8R^3)=-M^2/(4R^3)$. The remaining term, $\langle p^2s^2\rangle/(2R^3)$, is of sixth order here because $p$ is itself of second order.

## What a raw EXAFS fit sees

In single scattering the photoelectron wave spreads on the way out and back, and is damped over the path $2r$. A distance $r$ therefore enters with weight $w(r)=e^{-2r/\lambda}/r^2$, where $\lambda$ is the mean free path. The signal therefore samples $P(r)w(r)$, not the real distribution $P(r)$. A fit that ignores this factor can at best recover the mean of $P(r)w(r)$, and it does so only if it also describes the shape of the distribution. At wavenumber $q$ the distance-dependent phase is $2qC_1-\tfrac43q^3C_3+\dots$, with $C_1$ the mean and $C_3$ the third cumulant. The term $s^2/(2R)$ makes $C_3$ positive here, so a purely Gaussian fit over a finite range of $q$ returns a distance shorter than $C_1$.

Let $\delta=r-\langle r\rangle$. For a narrow distribution $w\approx w_0(1+\beta\delta)$, with

$$\beta=\frac{d\ln w}{dr}\approx-2\left(\frac1R+\frac1\lambda\right).$$

Since $\langle\delta\rangle=0$, the weighted mean of $\delta$ is

$$\frac{\langle\delta w\rangle}{\langle w\rangle}\approx\beta\langle\delta^2\rangle=-2\,\mathrm{Var}(r)\left(\frac1R+\frac1\lambda\right). \tag{7}$$

For the first model, (4) gives $r\approx R+p+s^2/(2R)-ps^2/(2R^2)$. With $\mathrm{Var}(s^2)=2M^2-M^2=M^2$ and the cross term $2\langle p\cdot(-ps^2)\rangle/(2R^2)=-\sigma_\parallel^2M/R^2$, the variance to fourth order is

$$\mathrm{Var}(r)\approx\sigma_\parallel^2+\frac{M^2}{4R^2}-\frac{\sigma_\parallel^2M}{R^2}=0.01326+0.00223-0.00035=0.0151\ \text{bohr}^2 .$$

With $\lambda=15$ bohr, (7) gives $-2(0.0151)(0.278+0.067)=-0.0104$ bohr. Quadrature gives $-0.01025$ bohr. The weighted mean then exceeds $R$ by $0.0364$ bohr instead of $0.0466$ bohr, so the weighted mean misses about 22 percent of the shift. The comparison with $M/(2R)$ must therefore be made after this weight has been removed, and with the third cumulant included in the fit.

## Range of validity

Equation (3) needs the higher terms of (4) to be small against $M/(2R)$: $|\langle ps^2\rangle|\ll MR$, $\langle p^2s^2\rangle\ll MR^2$ and $\langle s^4\rangle\ll4MR^2$. For independent Gaussian motion these reduce to $M\ll R^2$ and $\sigma_\parallel^2\ll R^2$. For a distribution with rare large steps, $M\ll R^2$ alone is not enough. Equation (6) further assumes that the transverse motion is harmonic and uncoupled from the stretch. Rotation of the bridge, if allowed, adds transverse relative motion; (3) still applies to small motion, but $M$ is then no longer given by (6). For large displacements the exact average (2) must be evaluated instead.

## Values computed for the example and the checks

```
INPUT
crystallographic distance R = 3.60 bohr
end mass m_A = 100000 electron masses
centre mass m_B = 30000 electron masses
bending constant kappa = 0.0060 hartree/bohr^2
stretching constant k_bond = 0.10 hartree/bohr^2
mean free path lam = 15.0 bohr
main temperature kT = 0.0010 hartree
BRIDGE MODE
reduced mass mu = 26087.0 electron masses
bending frequency omega = 4.7958e-04 hartree
omega/(2 kT) = 0.2398
coth(omega/(2 kT)) = 4.2499
amplitude ratio m_B/(2 m_A) = 0.150
DISPLACEMENTS AT MAIN TEMPERATURE
M, both directions = 0.33970 bohr^2
M/2, one direction = 0.16985 bohr^2
parallel variance = 0.01326 bohr^2
U_A, one direction = 0.00289 bohr^2
U_B, one direction = 0.12843 bohr^2
2(U_A+U_B), no correlation = 0.26264 bohr^2
M / uncorrelated value = 1.2934
MEAN DISTANCE
leading shift M/(2R) = 0.04718 bohr
leading shift M/(2R) = 0.0250 angstrom
shift to fourth order = 0.04661 bohr
shift by quadrature = 0.04663 bohr
shift by quadrature = 0.0247 angstrom
mean distance by quadrature = 3.64663 bohr
leading/quadrature - 1 = 1.18 percent
error ratio, variances 1 : 1/4 = 15.59
classical limit kT/(kappa R) = 0.04630 bohr
zero-point limit = 0.01110 bohr
shift from uncorrelated U = 0.03648 bohr
TEMPERATURES: kT (hartree), M (bohr^2), M/(2R), quadrature (bohr)
0.0001  0.08126  0.01129  0.01126
0.0005  0.17925  0.02490  0.02475
0.0010  0.33970  0.04718  0.04663
RIGID BONDS, r0 = R of the input, same M
distance of mean positions = 3.55218 bohr
apparent bond shortening = 0.04782 bohr
M/(2R) with contracted R = 0.04782 bohr
end-to-end shortening = 0.09565 bohr
WEIGHTED DISTRIBUTION
variance of r, quadrature = 0.01505 bohr^2
variance of r, estimate = 0.01548 bohr^2
shift of weighted mean = -0.01025 bohr
estimate of that shift = -0.01067 bohr
weighted mean minus R = 0.03638 bohr
```
